# From a screened hybrid kernel to the Wannier exciton equation, part 1

(Sections cited here and not found follow in the second part.)

## 1. The situation

A semiconductor with a direct gap \(E_g\) can absorb light slightly below the gap, in a series of lines that crowd towards it. The photon lifts an electron into the conduction band, and the electron stays bound to the hole it left. When the screening is strong and the band masses are small, their distance is many lattice constants. At such distances the crystal acts as a dielectric with constant \(\varepsilon\), the attraction is a Coulomb potential divided by \(\varepsilon\), and the pair resembles a hydrogen atom. The Wannier equation describes this pair.

Time-dependent density functional theory contains no electron–hole potential as an input. It has orbitals, orbital energies and a response kernel. The question is which part of the kernel becomes the attraction between electron and hole, and under which conditions the response equations turn into the hydrogen problem. For a hybrid functional that keeps the fraction \(1/\varepsilon\) of Fock exchange at long range the answer can be derived. The reduction is asymptotic: it holds when the exciton is large and weakly bound. The second half computes the sizes of several of the terms it drops.

## 2. Units, functional and statement

Rydberg units are used: \(\hbar=1\), \(e^2=2\), energies in Ry, lengths in bohr. Masses are quoted in units of the electron mass, so a particle of mass \(m\) has kinetic energy \(k^2/m\), and the bare repulsion is \(v(r)=2/r\). The binding energy \(\mu/(2\varepsilon^2)\) is the value in hartree. One hartree is 2 Ry, so in the present units it reads \(\mu/\varepsilon^2\).

The functional splits \(1/r=\mathrm{erfc}(\gamma r)/r+\mathrm{erf}(\gamma r)/r\) and treats the fraction \(\alpha\) of the first part and the fraction \(1/\varepsilon\) of the second as Fock exchange. With \(\mathrm{erf}=1-\mathrm{erfc}\), the interaction in the Fock term is
\[ w(r)=\frac2r\Big[\alpha\,\mathrm{erfc}(\gamma r)+\frac{\mathrm{erf}(\gamma r)}{\varepsilon}\Big]=\frac2r\Big[\frac1\varepsilon+\Big(\alpha-\frac1\varepsilon\Big)\mathrm{erfc}(\gamma r)\Big]. \tag{1}\]
The rest of exchange and correlation is a local potential \(v_{\rm loc}(\rho)\), taken in the adiabatic approximation, with kernel \(f(\mathbf r)\delta(\mathbf r-\mathbf r')\), \(f=dv_{\rm loc}/d\rho\).

The assumptions on the solid are these. The ground state is closed-shell. One valence band \(v\) and one conduction band \(c\), each degenerate in spin and otherwise isolated, have their extrema at \(\mathbf k=0\), with
\[ \epsilon_{c\mathbf k}-\epsilon_{v\mathbf k}=E_g+\frac{k^2}{m_e^*}+\frac{k^2}{m_h^*}=E_g+\frac{k^2}{\mu},\qquad \frac1\mu=\frac1{m_e^*}+\frac1{m_h^*}. \tag{2}\]
The gap and masses are those of the generalized Kohn–Sham bands of the same functional. The exciton has zero total momentum. The statement to be shown is that the Tamm–Dancoff equation tends to
\[ \Big[-\frac{\nabla^2}{\mu}-\frac{2}{\varepsilon r}\Big]\phi=(\omega-E_g)\phi,\qquad \omega_n=E_g-\frac{E_b}{n^2}, \tag{3}\]
with \(E_b=\mu/\varepsilon^2\), when the radius \(a=\varepsilon/\mu\) is large compared with the other lengths of the problem, \(E_b\ll E_g\), and the short-range terms are too weak to bind a state of their own.

## 3. Linear response of the generalized Kohn–Sham equation

Let \(\varphi_p\) be the ground-state orbitals, with \(i,j\) occupied and \(a,b\) empty when used as indices. The density matrix of one spin is \(\Gamma_1(\mathbf r,\mathbf r')=\sum_{rs}D_{rs}\varphi_r(\mathbf r)\varphi_s^*(\mathbf r')\), the density is \(\rho(\mathbf r)=2\Gamma_1(\mathbf r,\mathbf r)\), and both spins move together (singlet response). Two-electron integrals are
\[ (pq|w|rs)=\iint \varphi_p^*(\mathbf r)\varphi_q(\mathbf r)\,w(\mathbf r-\mathbf r')\,\varphi_r^*(\mathbf r')\varphi_s(\mathbf r'). \]
The Hartree potential is \(\int v\rho\), with both spins. The exchange operator has the kernel \(-\Gamma_1(\mathbf r,\mathbf r')w(\mathbf r-\mathbf r')\), with one spin. Taking matrix elements,
\[ F_{pq}=h_{pq}+2\sum_{rs}(pq|v|rs)D_{sr}+(v_{\rm loc})_{pq}-\sum_{rs}(pr|w|sq)D_{rs}. \tag{4}\]
Each occupied orbital obeys \(i\dot\varphi=F\varphi\), and differentiating the projector \(D\) gives \(i\dot D=FD-DF\).

Write \(D=D^0+\delta D\), where \(D^0\) is 1 on the occupied diagonal and 0 elsewhere. A determinant keeps \(D^2=D\), which at first order reads \(\delta D=D^0\delta D+\delta D\,D^0\). The occupied–occupied block of this relation says \(\delta D_{ij}=2\delta D_{ij}\) and the empty–empty block says \(\delta D_{ab}=0\), so both blocks vanish. What remains is \(\delta D_{ai}=x_{ai}\) and, by hermiticity, \(\delta D_{ia}=x_{ai}^*\). At first order \(i\,\delta\dot D=[F^0,\delta D]+[\delta F,D^0]\). Since \(F^0\) is diagonal, the \(ai\) element of the first commutator is \((\epsilon_a-\epsilon_i)x_{ai}\). In the second, \((\delta F D^0)_{ai}=\delta F_{ai}\) and \((D^0\delta F)_{ai}=0\). Hence
\[ i\dot x_{ai}=(\epsilon_a-\epsilon_i)x_{ai}+\delta F_{ai}. \]
Now insert \(\delta D\) into (4). In the Hartree sum, \(s=b,r=j\) gives \(2(ai|v|jb)x_{bj}\) and \(s=j,r=b\) gives \(2(ai|v|bj)x^*_{bj}\). The local term changes by \(f\delta\rho\), which has the same form with \(v\) replaced by the kernel \(f\). In the exchange sum, \(r=b,s=j\) gives \(-(ab|w|ji)x_{bj}\) and \(r=j,s=b\) gives \(-(aj|w|bi)x^*_{bj}\). Collecting terms, \(i\dot x=Ax+Bx^*\) with
\[ A_{ai,bj}=\delta_{ab}\delta_{ij}(\epsilon_a-\epsilon_i)+2(ai|v+f|jb)-(ab|w|ji), \tag{5}\]
\[ B_{ai,bj}=2(ai|v+f|bj)-(aj|w|bi). \tag{6}\]
The last term of (5) is the interaction of the electron distribution \(\varphi_a^*\varphi_b\) with the hole distribution \(\varphi_j^*\varphi_i\), and it carries a minus sign. The Fock term of the functional supplies the direct attraction of electron and hole.

Put \(x=Xe^{-i\omega t}+Y^*e^{i\omega t}\). The terms in \(e^{-i\omega t}\) give \(\omega X=AX+BY\). The terms in \(e^{i\omega t}\) give \(-\omega Y^*=AY^*+BX^*\), whose complex conjugate is \(-\omega Y=A^*Y+B^*X\). Solving the latter for \(Y\) and substituting,
\[ \big[A-B(\omega+A^*)^{-1}B^*\big]X=\omega X. \tag{7}\]
The Tamm–Dancoff approximation (TDA) drops the second term and leaves \(AX=\omega X\). The dropped term is quadratic in \(B\) with a denominator of about \(2E_g\) or more; the second half computes its size for one model channel that carries no charge density, keeping only the long-range Fock part of \(B\).

For real orbitals a real \(x\) gives \((A+B)x\) and an imaginary \(x\) gives \((A-B)x\). The numerical check uses this: it rotates \(D^0\) by small real and imaginary angles and differentiates \([F[D],D]\) by finite differences, for water in the 6-31G basis with \(\alpha=0.25\), \(\varepsilon=10\), \(\gamma=0.3\) bohr\(^{-1}\) and 0.75 times Slater exchange as a stand-in for the local part. The largest deviation of any matrix element from (5) and (6) is \(1.7\times10^{-7}\) Ry. The orbital gap is 0.639 Ry and the lowest TDA singlet is 0.557 Ry; these numbers characterize the test functional in this small basis and are not predictions for water. They are not converged in the basis: in aug-cc-pVDZ they fall to 0.508 and 0.459 Ry.

## 4. The matrix elements between Bloch states

Take a crystal of volume \(V\) with periodic boundary conditions, and \(\psi_{n\mathbf k}=V^{-1/2}e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}\), where \(u\) has the lattice period. The bracket \(\langle u|u'\rangle\) denotes the average of \(u^*u'\) over a cell, so \(\langle u_{n\mathbf k}|u_{n'\mathbf k}\rangle=\delta_{nn'}\). The matrix \(A\) commutes with lattice translations, so pairs of different total momentum do not mix. Only pairs formed from the two bands \(v\) and \(c\) are kept. At zero momentum \(a=c\mathbf k\), \(i=v\mathbf k\), \(b=c\mathbf k'\), \(j=v\mathbf k'\). Let \(\mathbf q=\mathbf k-\mathbf k'\) and expand \(w(\mathbf r)=V^{-1}\sum_{\mathbf Q}w(Q)e^{i\mathbf Q\cdot\mathbf r}\). The double integral then factorizes for each \(\mathbf Q\).

In the Fock term the first factor is
\[ \int\psi^*_{c\mathbf k}\psi_{c\mathbf k'}e^{i\mathbf Q\cdot\mathbf r}d^3r=\frac1V\int u^*_{c\mathbf k}u_{c\mathbf k'}e^{i(\mathbf Q-\mathbf q)\cdot\mathbf r}d^3r . \]
The product \(u^*u'\) is periodic, so the sum over cells vanishes unless \(\mathbf Q-\mathbf q\) is a reciprocal lattice vector \(\mathbf G\), and then the factor equals \(M_c(\mathbf G)\), where \(M_n(\mathbf G)=\langle u_{n\mathbf k}|e^{i\mathbf G\cdot\mathbf r}|u_{n\mathbf k'}\rangle\). The second factor contains \(\psi^*_{v\mathbf k'}\psi_{v\mathbf k}\propto e^{i\mathbf q\cdot\mathbf r'}\) and \(e^{-i\mathbf Q\cdot\mathbf r'}\), and is the cell average of \(u^*_{v\mathbf k'}e^{-i\mathbf G\cdot\mathbf r'}u_{v\mathbf k}\), which is \(M_v(\mathbf G)^*\). Therefore
\[ (ab|w|ji)=\frac1V\sum_{\mathbf G}w(|\mathbf q+\mathbf G|)\,M_c(\mathbf G)M_v(\mathbf G)^*. \tag{8}\]

In the Hartree term the pair densities are \(\psi^*_{c\mathbf k}\psi_{v\mathbf k}\) and \(\psi^*_{v\mathbf k'}\psi_{c\mathbf k'}\). The plane waves cancel in each, so \(\mathbf Q=\mathbf G\), and
\[ (ai|v|jb)=\frac1V\sum_{\mathbf G}v(G)\,N_{\mathbf k}(\mathbf G)N_{\mathbf k'}(\mathbf G)^*,\qquad N_{\mathbf k}(\mathbf G)=\langle u_{c\mathbf k}|e^{i\mathbf G\cdot\mathbf r}|u_{v\mathbf k}\rangle. \tag{9}\]
The argument of \(v\) does not contain \(\mathbf q\). The local term is \((ai|f|jb)=V^{-1}\langle u_{c\mathbf k}^*u_{v\mathbf k}\,f\,u^*_{v\mathbf k'}u_{c\mathbf k'}\rangle_{\rm cell}\). Both depend on \(\mathbf k\) and \(\mathbf k'\) through the functions \(u\), which vary smoothly for isolated bands, and neither has a pole at \(\mathbf q=0\).

The term \(\mathbf G=0\) of (9) needs care, because \(N_{\mathbf k}(0)=0\) by orthogonality while \(v(Q)=8\pi/Q^2\) diverges. Give the exciton a small momentum \(\mathbf Q\). Then \(N=\langle u_{c,\mathbf k+\mathbf Q}|u_{v\mathbf k}\rangle=\mathbf Q\cdot\mathbf d_{\mathbf k}+O(Q^2)\) with \(\mathbf d_{\mathbf k}=\langle\nabla_{\mathbf k}u_{c\mathbf k}|u_{v\mathbf k}\rangle\), and the term tends to \(8\pi(\hat{\mathbf Q}\cdot\mathbf d_{\mathbf k})(\hat{\mathbf Q}\cdot\mathbf d_{\mathbf k'})^*/V\). It is finite, smooth in \(\mathbf k\) and \(\mathbf k'\), and vanishes at the band edge when \(\mathbf Q\) is perpendicular to \(\mathbf d_0\), the transverse case. The numerical check compares (8), and (9) without its \(\mathbf G=0\) term, with direct double sums in real space for a one-dimensional crystal with complex Bloch functions and a Gaussian interaction, and finds agreement at the level of rounding error.

One consequence of (8) and (9) concerns \(\varepsilon\). Within \(A\), the interaction at momentum transfer \(\mathbf q\) is \(w\) as it stands in the functional, and the Hartree term does not screen it. The factor \(1/\varepsilon\) is put in by the choice of functional. The derivation holds for any value that keeps the radius \(a=\varepsilon/\mu\) large and \(E_b\ll E_g\). Setting \(\varepsilon\) to the electronic dielectric constant represents the screening by the electrons at fixed nuclei. The additional screening by lattice vibrations in a polar crystal is not included.

## 5. The singular part of the kernel

The Fourier transform of (1) follows from \(\mathrm{erf}(\gamma r)/r=(2/\sqrt\pi)\int_0^\gamma e^{-t^2r^2}dt\). The transform of \(e^{-t^2r^2}\) is \((\pi/t^2)^{3/2}e^{-q^2/4t^2}\), a product of three Gaussian integrals. With \(y=q^2/4t^2\), \(dy=-q^2dt/(2t^3)\),
\[ 2\pi\int_0^\gamma \frac{dt}{t^3}e^{-q^2/4t^2}=\frac{4\pi}{q^2}\int_{q^2/4\gamma^2}^\infty e^{-y}dy=\frac{4\pi}{q^2}e^{-q^2/4\gamma^2}. \]
The limit \(\gamma\to\infty\) gives \(4\pi/q^2\) for \(1/r\), and the difference is the transform of \(\mathrm{erfc}(\gamma r)/r\), which is tested by quadrature. Thus
\[ w(q)=\frac{8\pi}{\varepsilon q^2}+\Big(\alpha-\frac1\varepsilon\Big)\frac{8\pi}{q^2}\Big(1-e^{-q^2/4\gamma^2}\Big). \tag{10}\]
For \(q\ll\gamma\), \(1-e^{-y}\approx y\) turns the second term into the constant \(2\pi(\alpha-1/\varepsilon)/\gamma^2\).

Suppose that the amplitude \(X_{\mathbf k}\) is concentrated at \(k\sim1/a\), with \(a\) much larger than the cell and than \(1/\gamma\); Part 6 confirms this. The pieces of \(A\) can then be sorted.

The terms \(\mathbf G\ne0\) of (8) have \(|\mathbf q+\mathbf G|\approx G\) and tend to a constant. So do the second term of (10), the Hartree term and the local term. The first term of (10) at \(\mathbf G=0\) grows as \(a^2\) for \(q\sim1/a\), and it is the one term among these that does. The pairs from other bands, left out here, couple through the same Fock term, but the overlap of two different bands is of first order in \(\mathbf q\). This coupling therefore grows only as \(a\), and it acts in second order, divided by the separation of the bands.

It is multiplied by \(M_c(0)M_v(0)^*\). At \(\mathbf k=\mathbf k'\) each overlap is 1. To first order \(M_n(0)=1-\mathbf q\cdot\langle u_n|\nabla_{\mathbf k}u_n\rangle\), and \(\langle u|\nabla u\rangle\) is imaginary because \(\nabla\langle u|u\rangle=0\). Multiplying \(u_{n\mathbf k}\) by a phase \(e^{i\mathbf b\cdot\mathbf k}\) adds \(i\mathbf b\) to it, so a choice of \(\mathbf b\) removes it at \(\mathbf k=0\). What remains is of second order in the momenta: \(M_cM_v^*=1+O(\ell^2/a^2)\), where \(1/\ell\) is the scale on which \(u\) changes with \(\mathbf k\). This step fails for degenerate valence bands, where \(u\) depends on the direction of \(\mathbf k\) down to \(k=0\).

Keeping the leading term, and replacing \(V^{-1}\sum_{\mathbf k'}\) by \(\int d^3k'/(2\pi)^3\), which is allowed because \(1/q^2\) is integrable in three dimensions, \(AX=\omega X\) becomes, with \(X_{\mathbf k}\to\phi(\mathbf k)\),
\[ \frac{k^2}{\mu}\phi(\mathbf k)-\int\frac{d^3k'}{(2\pi)^3}\frac{8\pi}{\varepsilon|\mathbf k-\mathbf k'|^2}\phi(\mathbf k')=(\omega-E_g)\phi(\mathbf k). \tag{11}\]
The integral has been extended from the Brillouin zone to all \(\mathbf k'\), which changes it where \(\phi\) is small. Define \(\phi(\mathbf r)=\int d^3k\,(2\pi)^{-3}e^{i\mathbf k\cdot\mathbf r}\phi(\mathbf k)\), multiply (11) by \(e^{i\mathbf k\cdot\mathbf r}/(2\pi)^3\) and integrate. The factor \(k^2\) becomes \(-\nabla^2\). In the second term write \(e^{i\mathbf k\cdot\mathbf r}=e^{i\mathbf q\cdot\mathbf r}e^{i\mathbf k'\cdot\mathbf r}\); the integral over \(\mathbf q\) gives \(2/(\varepsilon r)\) and the one over \(\mathbf k'\) gives \(\phi(\mathbf r)\). The result is the Wannier equation in (3). A constant \(J/V\) in \(A\) adds \(J\int d^3k'\phi(\mathbf k')/(2\pi)^3=J\phi(\mathbf r=0)\) to the left of (11), which transforms into \(J\delta(\mathbf r)\phi\). The smooth terms are contact interactions on the scale of \(a\).

## 6. The hydrogenic spectrum

Put \(\mathbf r=a\boldsymbol\varrho\). The operator becomes \(-\nabla_\varrho^2/(\mu a^2)-2/(\varepsilon a\varrho)\). For \(a=\varepsilon/\mu\) both \(1/(\mu a^2)\) and \(1/(\varepsilon a)\) equal \(\mu/\varepsilon^2=E_b\), so in units of \(E_b\) the operator is \(-\nabla^2-2/\varrho\). With \(\phi=Y_{lm}\,u(\varrho)/\varrho\) and energy \(-\kappa^2\),
\[ u''+\Big[\frac2\varrho-\frac{l(l+1)}{\varrho^2}-\kappa^2\Big]u=0. \tag{12}\]
Try \(u=e^{-\kappa\varrho}\sum_{j\ge0}c_j\varrho^{s}\) with \(s=j+l+1\), which is regular at the origin. Since \((\varrho^se^{-\kappa\varrho})''=[s(s-1)\varrho^{s-2}-2\kappa s\varrho^{s-1}+\kappa^2\varrho^s]e^{-\kappa\varrho}\), the \(\kappa^2\) terms cancel. The coefficient of \(\varrho^{s-1}\) collects \([(s+1)s-l(l+1)]c_{j+1}\) and \((2-2\kappa s)c_j\). Using \((s+1)s-l(l+1)=(s-l)(s+l+1)\),
\[ c_{j+1}=\frac{2[\kappa(j+l+1)-1]}{(j+1)(j+2l+2)}\,c_j . \]
For large \(j\) the ratio tends to \(2\kappa/j\), that of the series of \(e^{2\kappa\varrho}\), so an unending series makes \(u\) grow as \(e^{\kappa\varrho}\). A normalizable solution needs \(\kappa=1/n\) with an integer \(n\ge l+1\). The energies are \(-E_b/n^2\), independent of \(l\), which completes (3).

The lowest state has \(u=2\varrho e^{-\varrho}\), or \(\phi=(\pi a^3)^{-1/2}e^{-r/a}\). Its transform follows from
\[ \frac{4\pi}{k}\int_0^\infty r\sin(kr)e^{-r/a}dr=\frac{4\pi}{k}\,\mathrm{Im}\frac{1}{(1/a-ik)^2}=\frac{8\pi a^3}{(1+k^2a^2)^2}. \tag{13}\]
The amplitude lies at \(k\lesssim1/a\) and falls as \(k^{-4}\), as assumed in Part 5. For spherical \(\phi\) the angular integral in (11) is \(\int_{-1}^1d\cos\theta/q^2=(kk')^{-1}\ln|(k+k')/(k-k')|\), and the prefactor is \(8\pi\cdot2\pi/[\varepsilon(2\pi)^3]=2/(\pi\varepsilon)\), so the attraction is \((2/\pi\varepsilon)\int dk'(k'/k)\ln|(k+k')/(k-k')|\phi(k')\). The numerical check inserts the 1s and 2s amplitudes into this form by quadrature. It also diagonalizes (3) in a Gaussian basis for \(l=0,1,2\) and three sets of masses and \(\varepsilon\), and reproduces the levels up to \(n=3\) within \(2\times10^{-5}E_b\).

# Second half: the dropped terms and an example

## 7. What is taken from the first half

Units are Ry, bohr and electron masses. The Fock interaction is \(w(r)=(2/r)[1/\varepsilon+(\alpha-1/\varepsilon)\mathrm{erfc}(\gamma r)]\). The response obeys \(i\,\delta\dot D=[F^0,\delta D]+[\delta F,D^0]\), or \([A-B(\omega+A^*)^{-1}B^*]X=\omega X\), where \(A\) holds \(\epsilon_a-\epsilon_i\) and \(-(ab|w|ji)\), and the TDA drops \(B\). Keeping the term \(8\pi/(\varepsilon q^2)\), \(\mathbf q=\mathbf k-\mathbf k'\), with unit overlaps and parabolic bands gave the operator \(-\nabla^2-2/\varrho\) in units \(a=\varepsilon/\mu\) and \(E_b=\mu/\varepsilon^2=1/(\mu a^2)\), with ground state \(u_0=2\varrho e^{-\varrho}\), \(|\phi(0)|^2=1/(\pi a^3)\). A constant \(J/V\) in \(A\) acts as \(J\delta(\mathbf r)\). From \(\int_0^\infty\varrho^ne^{-2\varrho}d\varrho=n!/2^{n+1}\) and the weight \(u_0^2\) one has \(\langle\varrho^{-1}\rangle=1\), \(\langle\varrho^{-2}\rangle=2\), \(\langle\varrho^2\rangle=3\). Let \(x=E_b/E_g\). All shifts below refer to the 1s level.

For large, weakly bound excitons, the long-range Fock exchange supplies the electron–hole attraction, and the Tamm–Dancoff equation reduces to the Wannier equation with its hydrogenic series. What remains is to estimate several of the dropped terms, examine the case without long-range exchange, and work through a numerical example.
